\section*{Hydrogen oscillator-strength moments and the divergence of S(3)}

\section*{Question}

I am working on the dipole oscillator strengths of the hydrogen ground state. In atomic units the moments are
\begin{equation}
S(q)=\sum_{n\ne0} f_n\,\omega_n^{\,q},\qquad
f_n=\frac23\,\omega_n\,|\langle n|\mathbf r|0\rangle|^2,\qquad
\omega_n=E_n-E_0 ,
\label{def}
\end{equation}
where the sum includes the continuum. The exercise asks me to obtain
\[
S(-2)=\tfrac92,\quad S(-1)=2,\quad S(0)=1,\quad S(1)=\tfrac23,\quad S(2)=\tfrac43
\]
from ground-state expectation values alone, and to show that $S(3)$ diverges.

I can do $S(-1)$ by completeness. For $S(-2)$ an energy denominator remains, and I don't see how an expectation value can replace it. For $S(2)$ my commutators produce a delta function at the nucleus, and I don't know whether to trust it. If that singularity is harmless in $S(2)$, why is it fatal in $S(3)$?

\section*{Answer}

All the moments are overlaps of four explicit functions. The energy denominator disappears because one of these functions solves a simple differential equation. The singularity at the nucleus is weak enough for $S(2)$ but too strong for $S(3)$.

I take a fixed point nucleus, nonrelativistic motion and the dipole operator:
\[
H=-\tfrac12\nabla^2+V,\qquad V=-\frac1r,\qquad
\psi=\frac{e^{-r}}{\sqrt\pi},\qquad E_0=-\tfrac12 .
\]
Energies are in hartree ($E_h$) and lengths in bohr ($a_0$), so $S(q)$ has the unit $E_h^{\,q}$.

\subsection*{From a sum over states to an overlap}

Insert $f_n$ into \eqref{def}. Each term is $\frac23\omega_n^{q+1}\sum_j|\langle n|x_j\psi\rangle|^2$, and $\omega_n$ is the eigenvalue of $H-E_0$ in state $n$. Completeness then gives
\begin{equation}
S(q)=\frac23\sum_{j=1}^3\langle x_j\psi|(H-E_0)^{q+1}|x_j\psi\rangle .
\label{overlap}
\end{equation}
The ground state drops out because $\langle\psi|x_j\psi\rangle=0$ by parity. The function $x_j\psi$ has $l=1$, and the lowest energy with $l=1$ is $-\frac18$. On these functions $H-E_0$ is therefore at least $\frac38$, so its inverse is well defined.

\subsection*{Four functions linked by $H-E_0$}

Consider functions $x_j\,g(r)\,\psi$. Apart from a constant, their radial part multiplied by $r$ is $u=G e^{-r}$ with $G=r^2g$. For $l=1$ the centrifugal term is $l(l+1)/(2r^2)=1/r^2$, so $H-E_0$ acts on $u$ as
\[
Du=-\tfrac12u''+\frac{u}{r^2}-\frac ur+\frac u2 .
\]
Since $u''=(G''-2G'+G)e^{-r}$, the terms $\mp\frac12G$ cancel and
\begin{equation}
Du=\Big(-\tfrac12G''+G'+\frac{G}{r^2}-\frac Gr\Big)e^{-r}.
\label{D}
\end{equation}

To remove the denominator in $S(-2)$ we need a function that $H-E_0$ maps to $x_j\psi$, that is, to $G=r^2$. Try $G=\alpha r^2+\beta r^3$. The bracket in \eqref{D} becomes
\[
-(\alpha+3\beta r)+(2\alpha r+3\beta r^2)+(\alpha+\beta r)-(\alpha r+\beta r^2)
=(\alpha-2\beta)r+2\beta r^2 .
\]
This equals $r^2$ for $\beta=\frac12$, $\alpha=1$, so $g=1+r/2$. Two further applications of \eqref{D} give
\begin{align*}
G=r^2:&\quad -1+2r+1-r=r, &&\text{so } g=1\ \to\ g=1/r,\\
G=r:&\quad 0+1+\frac1r-1=\frac1r, &&\text{so } g=1/r\ \to\ g=1/r^3 .
\end{align*}
The last line holds for $r>0$; the origin is treated below. Number the functions by the power of $H-E_0$ that produces them from $x_j\psi$:
\begin{equation}
\begin{aligned}
w_{-1}&=x_j\Big(1+\frac r2\Big)\psi, & w_0&=x_j\psi,\\
w_1&=\frac{x_j}{r}\psi=-\partial_j\psi, & w_2&=\frac{x_j}{r^3}\psi=(\partial_jV)\psi .
\end{aligned}
\label{chain}
\end{equation}
Thus $w_{-1}$ describes the response to a static field, $w_1$ contains the momentum, and $w_2$ contains the force.

\subsection*{The five moments}

Because $H$ is self-adjoint, the powers in \eqref{overlap} can be shared between bra and ket:
\begin{equation}
S(q)=\frac23\sum_j\langle w_a|w_b\rangle
=\frac23\langle r^2g_ag_b\rangle,\qquad a+b=q+1,
\label{share}
\end{equation}
where $\sum_jx_j^2=r^2$ was used. This argument is complete for $a,b\le1$. The function $w_2$ is not square integrable, so its use in $S(2)$ needs the separate justification given in the next section. The averages needed are
\begin{equation}
\langle r^m\rangle=4\int_0^\infty r^{m+2}e^{-2r}\,dr
=\frac{4\,(m+2)!}{2^{m+3}}=\frac{(m+2)!}{2^{m+1}},
\qquad m\ge-2 \text{ an integer}.
\label{avg}
\end{equation}
Hence $\langle r^{-2}\rangle=2$, $\langle r\rangle=\frac32$, $\langle r^2\rangle=3$, $\langle r^3\rangle=\frac{15}2$, and
\begin{align*}
S(-2)&=\tfrac23\langle w_{-1}|w_0\rangle_{\rm sum}
 =\tfrac23\big\langle r^2+\tfrac12r^3\big\rangle
 =\tfrac23\big(3+\tfrac{15}4\big)=\tfrac92,\\
S(-1)&=\tfrac23\langle w_0|w_0\rangle_{\rm sum}
 =\tfrac23\langle r^2\rangle=2,\\
S(0)&=\tfrac23\langle w_0|w_1\rangle_{\rm sum}
 =\tfrac23\langle r\rangle=1,\\
S(1)&=\tfrac23\langle w_1|w_1\rangle_{\rm sum}
 =\tfrac23\langle1\rangle=\tfrac23,\\
S(2)&=\tfrac23\langle w_1|w_2\rangle_{\rm sum}
 =\tfrac23\langle r^{-2}\rangle=\tfrac43 .
\end{align*}
The subscript means the sum over $j$.

Two of these have a direct physical reading. In a field $F$ along $z$ the perturbation is $Fz$, and the second-order energy is $-F^2\sum_n|z_{n0}|^2/\omega_n=-\frac12\alpha_dF^2$. By isotropy $|\langle n|\mathbf r|0\rangle|^2$, summed over a level, is three times $|z_{n0}|^2$ summed over that level. So $\alpha_d=2\sum_n|z_{n0}|^2/\omega_n=S(-2)$ in atomic units. For the fixed nucleus the polarizability is $4.5\,a_0^3=0.6668$~\AA$^3$. With the finite proton mass it is divided by $\mu^3$, where $\mu=1/(1+m_e/m_p)$ is the reduced mass in units of $m_e$. This raises it by $0.16\%$ to $4.507\,a_0^3=0.6679$~\AA$^3$. Also, $w_1=-\partial_j\psi$ makes $S(1)=\frac23\langle p^2\rangle$, with $\langle p^2\rangle=1$.

\subsection*{Why the delta function in $S(2)$ is right}

The function $w_1=x_j\psi/r$ has no limit at the origin, since it depends on the direction of approach. Its gradient grows as $1/r$, which is square integrable in three dimensions. The energy form
\[
Q=\sum_j\int\Big[\tfrac12|\nabla w_1|^2+(V-E_0)w_1^2\Big]d^3r
\]
is therefore finite, and it equals the spectral sum $\frac32S(2)$. To evaluate it, leave out a sphere of radius $\varepsilon$ and integrate by parts. The outward normal of the remaining region is $-\hat{\mathbf r}$, so
\[
Q_\varepsilon=\sum_j\int_{r>\varepsilon}w_1w_2\,d^3r
-\frac12\sum_j\oint_{r=\varepsilon}w_1\,\partial_rw_1\,dA .
\]
Along a ray $x_j/r$ is constant, so $\partial_rw_1=-w_1$. With $\sum_jw_1^2=\psi^2$ the surface term is $+2\pi\varepsilon^2\psi(\varepsilon)^2$, which vanishes as $\varepsilon\to0$. What remains is $\langle r^{-2}\rangle=2$, with no delta function needed.

Your commutator result is the same number. From \eqref{chain},
\[
\sum_j\langle w_1|w_2\rangle
=-\int\psi\,\nabla\psi\cdot\nabla V\,d^3r
=-\frac12\int\nabla(\psi^2)\cdot\nabla V\,d^3r
=\frac12\int\psi^2\,\nabla^2V\,d^3r .
\]
With $\nabla^2V=4\pi\delta(\mathbf r)$ this is $2\pi\psi(0)^2=2$, because $\psi(0)^2=1/\pi$. Thus $S(2)=\frac{4\pi}3\psi(0)^2=\frac43$.

\subsection*{Why $S(3)$ diverges}

The terms of $S(3)$ are all positive, so the sum is either finite or $+\infty$. It is $\frac23\sum_j$ of the spectral sum of $\omega^2$ weighted by $|\langle n|w_1\rangle|^2$. If this were finite, $w_1$ would lie in the domain of $H$, and $h=(H-E_0)w_1$ would be square integrable.

Take any smooth function $\chi$ that vanishes near the origin and at large distance. Then $\langle\chi|h\rangle=\langle(H-E_0)\chi|w_1\rangle=\langle\chi|w_2\rangle$, because the integration by parts never meets the singular point. So $h$ coincides with $w_2$ for $r>0$. But
\begin{equation}
\sum_j\|w_2\|^2=\langle r^{-4}\rangle
=4\int_0^\infty\frac{e^{-2r}}{r^2}\,dr=\infty ,
\label{r4}
\end{equation}
a contradiction. Hence $S(3)=+\infty$.

Formally $S(3)=\frac23\langle|\nabla V|^2\rangle$, the mean squared force. $S(2)$ contains one factor of the force, $1/r^2$, which the volume element $r^2dr$ compensates. $S(3)$ contains two. If the integral starts at a small radius $r_0$, its leading part is $\frac23\cdot4\int_{r_0}r^{-2}dr\simeq 8/(3r_0)$. At $r_0=10^{-3}a_0$ the computed value is $2631\,a_0^{-4}$, which is $0.987$ of this estimate.

\subsection*{The same divergence at high energy}

Moving $H-E_0$ twice onto a final state gives $\omega^2\langle n|x_j|0\rangle=\langle n|\partial_jV|0\rangle$. The surface terms at the origin vanish because a p wave is proportional to $r$ there. Therefore
\[
f_n=\frac23\,\omega_n^{-3}\,|\langle n|\nabla V|0\rangle|^2 .
\]
For an ejected electron of large wave number $k$, use a plane wave and replace $\psi$ by $\psi(0)$, to leading order in $1/k$. The form of the matrix element matters here. A plane wave is not an eigenfunction of $H$, and inserted into $\langle n|x_j|0\rangle$ it would give four times the result below. The force form gives the correct limit, as the exact density \eqref{density} confirms. The Fourier transform of $V$ is $-4\pi/k^2$, and the gradient adds a factor $i\mathbf k$, so
\[
|\langle\mathbf k|\nabla V|0\rangle|^2\to k^2\,\frac{16\pi^2}{k^4}\,\frac1\pi=\frac{16\pi}{k^2}.
\]
The number of plane waves per unit energy is $4\pi k^2/[(2\pi)^3k]=k/(2\pi^2)$. With $k\simeq\sqrt{2\omega}$,
\begin{equation}
\frac{df}{d\omega}\to\frac23\,\omega^{-3}\,\frac{16\pi}{k^2}\,\frac{k}{2\pi^2}
=\frac{16}{3\pi k}\,\omega^{-3}=a\,\omega^{-7/2},
\qquad a=\frac{8\sqrt2}{3\pi}\approx1.2004 .
\label{tail}
\end{equation}
The integral of $\omega^{q-7/2}$ converges at the upper end only for $q<\frac52$. It diverges logarithmically at $q=\frac52$. Cut at energy $\Omega$, $S(3)$ grows as $2a\sqrt\Omega$.

\subsection*{Checking against the actual spectrum}

The sums can also be done state by state. Write $E=-\kappa^2/2$, with $\kappa=1/n$ for bound states and $\kappa=ik$ for the continuum. Put $u=r^2e^{-\kappa r}v$ into $u''=(2/r^2-2/r+\kappa^2)u$. This gives
\[
rv''+(4-2\kappa r)v'-(4\kappa-2)v=0 ,
\]
which is Kummer's equation in $z=2\kappa r$. The regular solution is $v=M(b,4,2\kappa r)$ with $b=2-1/\kappa$.

For the dipole integral, integrate the series of $M$ term by term, using $(4)_s=(s+3)!/3!$:
\[
J(p)=\int_0^\infty r^3e^{-pr}M(b,4,cr)\,dr
=\frac6{p^4}\sum_s\frac{(b)_s}{s!}\Big(\frac cp\Big)^s
=6\,p^{\,b-4}(p-c)^{-b}.
\]
Analytic continuation extends this to all $c$ needed here. Set $p=1+\kappa$, $c=2\kappa$ and take $-dJ/dp$:
\begin{align}
I=\int_0^\infty u\,r^2e^{-r}dr
&=J\,\frac{(4-b)(1-\kappa)+b(1+\kappa)}{1-\kappa^2}\nonumber\\
&=\frac{2J}{1-\kappa^2}
=\frac{12}{(1-\kappa^2)^3}\Big(\frac{1-\kappa}{1+\kappa}\Big)^{1/\kappa}.
\label{I}
\end{align}
The numerator is $4-4\kappa+2b\kappa=2$. The ground state has radial function $2re^{-r}$ (multiplied by $r$), and the angular factors sum to one over the three p states. So $f=\frac23\omega(2I)^2N^2=\frac83\omega N^2I^2$, where $N$ normalizes $u$.

\emph{Bound states.} Here $M(2-n,4,z)=L^{(3)}_{n-2}(z)/(A/6)$ with $A=n(n^2-1)$, and the Laguerre norm is $\int_0^\infty z^4e^{-z}[L^{(3)}_{n-2}]^2dz=2nA$. Thus
\[
\frac1{N^2}=\Big(\frac n2\Big)^5\frac{36\cdot2nA}{A^2}=\frac94\,\frac{n^5}{n^2-1}.
\]
With $\omega=(n^2-1)/(2n^2)$ this gives
\begin{equation}
f_n=\frac{256}{3n^3}\Big(1-\frac1{n^2}\Big)^{-4}\Big(\frac{n-1}{n+1}\Big)^{2n}.
\label{fn}
\end{equation}
For $n=2$: $f=\frac{256}{24}\left(\frac43\right)^4\left(\frac13\right)^4=0.4162$.

\emph{Continuum.} At large $|z|$, $M(b,4,z)\simeq 6\,[e^{z}z^{b-4}/\Gamma(b)+(-z)^{-b}/\Gamma(4-b)]$. Here $z=2ikr$ and $b=2+i/k$, so $|z^{b-4}|=|(-z)^{-b}|=(2kr)^{-2}e^{-\pi/(2k)}$ and $|\Gamma(b)|=|\Gamma(4-b)|$. After multiplication by $r^2e^{-ikr}$ the two parts are complex conjugates, each of modulus $\frac32e^{-\pi/(2k)}/(k^2|\Gamma(2+i/k)|)$. They make $u$ a wave of amplitude $3e^{-\pi/(2k)}/(k^2|\Gamma(2+i/k)|)$. In a sphere of radius $L$, to leading order as $L\to\infty$, a normalized wave has squared amplitude $2/L$, and there are $L/(\pi k)$ states per unit energy. Normalization per unit energy thus requires squared amplitude $2/(\pi k)$. Using $|\Gamma(2+i/k)|^2=(1+k^{-2})(\pi/k)/\sinh(\pi/k)$,
\[
N^2=\frac{2k^3}{9\pi}\,e^{\pi/k}\,|\Gamma(2+i/k)|^2
=\frac49\,\frac{1+k^2}{1-e^{-2\pi/k}} .
\]
In \eqref{I}, $\kappa=ik$ turns the last factor into $e^{-2\arctan(k)/k}$. With $\omega=(1+k^2)/2$,
\begin{equation}
\frac{df}{d\omega}=\frac{256}{3}\,
\frac{e^{-4\arctan(k)/k}}{(1+k^2)^4\,(1-e^{-2\pi/k})}.
\label{density}
\end{equation}

The numerical check compares \eqref{fn} and \eqref{density} with quadrature over explicit wavefunctions, then sums the moments:

\begin{center}
\begin{tabular}{rccc}
$q$ & bound & continuum & $S(q)$ in $E_h^{\,q}$\\
$-2$ & 3.6633 & 0.8367 & 4.5000\\
$-1$ & 1.4332 & 0.5668 & 2.0000\\
$0$ & 0.5650 & 0.4350 & 1.0000\\
$1$ & 0.2247 & 0.4420 & 0.6667\\
$2$ & 0.0902 & 1.2431 & 1.3333
\end{tabular}
\end{center}

Bound states supply $81\%$ of the polarizability, while the continuum supplies $93\%$ of $S(2)$. Even $S(2)$ converges slowly: $16\%$ of it lies above $100\,E_h$.

At large $k$, $e^{-4\arctan(k)/k}\simeq1-2\pi/k$ and $1/(1-e^{-2\pi/k})\simeq\frac{k}{2\pi}(1+\pi/k)$, so \eqref{density} equals the leading law \eqref{tail} times $1-\pi/k+\dots$. Since $k\simeq\sqrt{2\omega}$, the first correction to $2a\sqrt\Omega$ is $-(\pi a/\sqrt2)\ln\Omega$. The approach to the square-root law is correspondingly slow. The truncated $S(3)$ is $13.84\,E_h^3$ at $\Omega=100\,E_h$, or $0.576$ of $2a\sqrt\Omega$. At $10^6\,E_h$ it is $2367\,E_h^3$, or $0.986$.

The largest cutoffs test the mathematics of the model, not real hydrogen. The electron rest energy is about $1.88\times10^4\,E_h$, and the model neglects two ratios that grow as $\sqrt{\omega}$: the electron speed over $c$, $k/c\simeq\sqrt{2\omega/mc^2}$, and the photon wave number $\omega/c$ over $k$, which is half as large. At $\omega=10^3\,E_h$ they are already $0.33$ and $0.16$. At $10^6\,E_h$ the nonrelativistic speed would exceed $c$ tenfold. The point nucleus matters too. Within the same nonrelativistic dipole model, a nucleus with a smooth, extended charge has a bounded force, so $\frac23\langle|\nabla V|^2\rangle$ is finite. The infinite $S(3)$ thus comes from the unlimited $1/r^2$ force at a point charge.

\section*{Calculated quantities}
\begin{verbatim}
<r^-2> = 2.000000 a0^-2
<r^0> = 1.000000 a0^0
<r^1> = 1.500000 a0^1
<r^2> = 3.000000 a0^2
<r^3> = 7.500000 a0^3
<p^2> = 1.000000 (hbar/a0)^2
|psi(0)|^2 = 0.318310 a0^-3
Moments in Eh^q: ground-state average | bound + continuum = sum
S(-2): 4.500000 | 3.663258 + 0.836742 = 4.500000
S(-1): 2.000000 | 1.433176 + 0.566824 = 2.000000
S(0): 1.000000 | 0.565004 + 0.434996 = 1.000000
S(1): 0.666667 | 0.224678 + 0.441989 = 0.666667
S(2): 1.333333 | 0.090210 + 1.243123 = 1.333333
f(1s->2p) = 0.416197 (dimensionless)
f(1s->3p) = 0.079102 (dimensionless)
f(1s->4p) = 0.028991 (dimensionless)
df/domega in 1/Eh: Coulomb-function quadrature | closed form
k = 0.4 1/a0: 1.04898341 | 1.04898341
k = 1.0 1/a0: 0.23090543 | 0.23090543
k = 2.5 1/a0: 0.00500443 | 0.00500443
Tail coefficient a = 1.200422 Eh^(5/2)
Density / tail law at k = 1e4 1/a0: 0.999686
S(5/2) gain from 1e8 to 1e10 Eh = 5.52767 Eh^(5/2)
a*ln(100) = 5.52815 Eh^(5/2)
S(2) from omega < 100 Eh = 1.11744 Eh^2
Share of S(2) above 100 Eh = 16.19 %
S(3) cut at energy Omega, and ratio to 2*a*sqrt(Omega)
Omega = 1e+02 Eh: 13.8408 Eh^3, ratio 0.57650
Omega = 1e+04 Eh: 218.321 Eh^3, ratio 0.90935
Omega = 1e+06 Eh: 2366.87 Eh^3, ratio 0.98585
Omega = 1e+10 Eh: 240026 Eh^3, ratio 0.99976
(2/3)<r^-4> cut at inner radius r0, and ratio to 8/(3*r0)
r0 = 1e-01 a0: 15.312 a0^-4, ratio 0.57420
r0 = 1e-02 a0: 243.495 a0^-4, ratio 0.91310
r0 = 1e-03 a0: 2631.26 a0^-4, ratio 0.98672
r0 = 1e-05 a0: 266607 a0^-4, ratio 0.99978
Electron rest energy = 18778.9 Eh
Polarizability = 4.500000 a0^3 = 0.66683 cubic angstrom
\end{verbatim}
